\section*{Low-frequency longitudinal phonon damping and the Pomeranchuk divergence in cubic crystals}

\section{Result and assumptions}

In a perfect, elastically anisotropic cubic crystal, a longitudinal (L) phonon of wave vector $\mathbf q$ and frequency $\omega\ll k_BT/\hbar$ is damped by three-phonon processes at the rate
\begin{equation}
\frac1{\tau_L}=a(\hat{\mathbf q})\,\omega^2T^3+O(\omega^3T^2)+O\!\left(\omega^4T\ln\frac{k_BT}{\hbar\omega}\right).
\label{result}
\end{equation}
The first term comes from thermal transverse phonons near the fourfold axes, where the two transverse branches touch. More generally, a contact at which the speeds separate as $\theta^m$, with $\theta$ the angle from the contact direction, gives
\begin{equation}
\frac1\tau\propto\omega^sT^{5-s},\qquad s=1+\frac2m .
\label{general}
\end{equation}
Fourfold axes have $m=2$ and $s=2$; threefold axes have $m=1$ and $s=3$. Without contacts only $\omega^4T$ survives, and the heat carried by long waves diverges. This is the Pomeranchuk divergence, and the $s=2$ term removes it.

The temperature is low enough for thermal phonons to be elastic waves, $\omega_b(\mathbf k)=k\,c_b(\hat{\mathbf k})$. The L branch is the fastest and touches no transverse branch. The other modes are in equilibrium, so $\tau$ is a single-mode relaxation time, and collisions follow the golden rule.

\section{The collision rate}

Let $u_{ij}=\partial u_i/\partial x_j$ and let the strain be $\eta_{ij}=\frac12(u_{ij}+u_{ji}+u_{ri}u_{rj})$. The energy density is $\frac12C_{ijkl}\eta_{ij}\eta_{kl}+\frac16C_{ijklmn}\eta_{ij}\eta_{kl}\eta_{mn}$. Its cubic part in $u_{ij}$ is $\frac16S_{ijklmn}u_{ij}u_{kl}u_{mn}$. The quadratic part of $\eta$ contributes $\frac12C_{ijkl}u_{ij}u_{rk}u_{rl}$, which on symmetrization over the three gradients gives
\begin{equation}
S_{ijklmn}=C_{ijklmn}+\delta_{ik}C_{jlmn}+\delta_{im}C_{jnkl}+\delta_{km}C_{ijln}.
\label{S}
\end{equation}
In a volume $V$ of density $\rho$, each mode enters the displacement as $(\hbar/2\rho V\omega)^{1/2}\,\mathbf e\,(\alpha e^{i\mathbf k\cdot\mathbf r}+\text{h.c.})$, where $\alpha$ is its annihilation operator. Consider the absorption $\mathbf q+\mathbf k\to\mathbf k'=\mathbf k+\mathbf q$. The six orderings of the modes cancel the factor $\frac16$, so apart from occupation factors
\begin{equation}
|M|^2=\frac{\hbar^3}{8\rho^3V}\frac{\Phi^2}{\omega\,\omega_k\omega_{k'}},\qquad
\Phi=S_{ijklmn}\,e_iq_j\,e^{(k)}_kk_l\,e^{(k')}_mk'_n .
\label{M}
\end{equation}
Forward minus reverse processes give $n_qn_k(1+n_{k'})-(1+n_q)(1+n_k)n_{k'}$, in which the coefficient of $n_q$ is $n_k-n_{k'}$. Multiplying by $2\pi/\hbar$ and using $\delta(\hbar x)=\delta(x)/\hbar$,
\begin{equation}
\frac1\tau=\frac{\pi\hbar}{4\rho^3}\sum_{i,j}\int\!\frac{d^3k}{(2\pi)^3}
\frac{\Phi^2(n_k-n_{k'})}{\omega\omega_k\omega_{k'}}\,
\delta(\omega_{k'}-\omega_k-\omega),
\label{rate}
\end{equation}
where $i$ and $j$ are the branches of $\mathbf k$ and $\mathbf k'$. Since $\omega_{k'}>\omega_k$, every contribution is positive.

Multiply $\omega$, $T$ and all wave vectors by $\lambda$. The occupations do not change, while $d^3k$, $\Phi^2$, the three frequencies and the delta function supply $\lambda^{3+6-3-1}=\lambda^5$. A power law in $\omega$ and $T$ must therefore have exponents that add up to 5.

\section{Which processes are allowed}

The wave equation gives $\rho\omega_k^2=C_{ijlm}e_ik_je_lk_m$. Differentiating along $\hat{\mathbf q}$, with the change of $\mathbf e$ dropping out because $\mathbf e$ is a normalized eigenvector, gives
\begin{equation}
\rho\,\omega_k\,\mathbf v\cdot\hat{\mathbf q}=C_{ijlm}e_ik_je_l\hat q_m .
\end{equation}
The elastic energy is a non-negative quadratic form, so the Cauchy--Schwarz inequality applies:
\begin{equation}
\rho\,\omega_k\,\mathbf v\cdot\hat{\mathbf q}\le
\bigl(\rho\omega_k^2\bigr)^{1/2}\bigl(C_{ijlm}e_i\hat q_je_l\hat q_m\bigr)^{1/2}
\le\rho\,\omega_k\,c_L(\hat{\mathbf q}).
\label{cs}
\end{equation}
The last step holds because $\rho c_L^2$ is the largest eigenvalue of $C_{ijlm}\hat q_j\hat q_m$. Equality requires $\mathbf e$ to be the L polarization of $\hat{\mathbf q}$ and $\mathbf e\otimes(\mathbf k-\lambda\hat{\mathbf q})$ to carry no strain for some number $\lambda$. A non-zero dyad always has a symmetric part, so $\mathbf k\parallel\mathbf q$ and the wave is longitudinal.

Integrating $\mathbf v\cdot\mathbf q$ along the path from $\mathbf k$ to $\mathbf k+\mathbf q$ shows that a transverse phonon cannot absorb the L phonon and stay in its branch. Falling to a slower branch is excluded as well, since the final frequency would be lower still. Collinear $L+L\to L$ is marginal in a medium without dispersion; I assume that the L branch bends downward, which removes it as long as energy conservation is taken as sharp; the last section returns to this limit. Three upward transitions remain: slow to fast transverse, and either transverse branch to L.

For $T+L\to L$ the speeds $c_L(\hat{\mathbf k})$ and $c_T(\hat{\mathbf k})$ differ by a finite amount. The frequency difference $k(c_L-c_T)$ can then match terms of order $q$ only if $k$ is of order $q$. These phonons have $\hbar\omega_k\ll k_BT$, so $n_k\simeq k_BT/\hbar\omega_k$ and the rate is linear in $T$. Homogeneity fixes the rest:
\begin{equation}
1/\tau=P\,\omega^4T .
\label{pom}
\end{equation}
Decay of the L phonon into two others obeys the same law, because both products have frequencies below $\omega$ and the occupation factor $1+n+n'$ is again linear in $T$. Decay also adds a positive amount to the damping.

\section{Thermal phonons near a contact}

Slow-to-fast transverse transitions can use thermal phonons with $k\gg q$, provided that the branches are nearly degenerate. Let their speeds differ by $\beta\theta^m$. To first order in $q$, energy conservation reads
\begin{equation}
k\beta\theta^m=qX,\qquad X=c_L(\hat{\mathbf q})-\mathbf v\cdot\hat{\mathbf q}>0,
\label{cond}
\end{equation}
where $\mathbf v$ is the common group velocity at the contact and the sign of $X$ follows from \eqref{cs}. The angular integral is
\begin{equation}
\int\theta\,d\theta\,\delta(k\beta\theta^m-qX)
=\frac{\theta^{2-m}}{mk\beta}
=\frac1m(k\beta)^{-2/m}(qX)^{2/m-1}.
\label{angle}
\end{equation}
For a non-zero coupling, $\Phi^2/(\omega\omega_k\omega_{k'})\propto qk^2$. Also $n_k-n_{k'}\simeq\omega(-\partial n/\partial\omega_k)$. Hence
\begin{equation}
\frac1\tau\propto q^{1+2/m}\int_0^\infty dk\,k^{4-2/m}
\left(-\frac{\partial n}{\partial\omega_k}\right)
\propto\omega^{1+2/m}T^{4-2/m},
\label{power}
\end{equation}
which is \eqref{general}. Corrections in powers of $q/k$ lower the power of $k$ in the integrand. For $m=2$ the second correction contains $k(-\partial n/\partial\omega_k)\propto T/k$ below thermal wave numbers, which is the source of the logarithm in \eqref{result}.

For $m=1$ the angle $\theta\sim q/k$ is as small as the turn of the wave vector caused by adding $\mathbf q$, so \eqref{cond} does not give the numerical factor. The power is unaffected: with transverse components of $\mathbf k$ measured in units of $q$, the solid angle scales as $q^2/k^2$ and the delta function as $1/q$, as in \eqref{angle}.

\subsection{Fourfold axes}

For a cubic crystal put $h=C_{12}+C_{44}$ and $\xi=C_{11}-C_{12}-2C_{44}$. The matrix with eigenvalues $\rho\omega^2$ is
\begin{equation}
D_{ij}=C_{44}k^2\delta_{ij}+hk_ik_j+\xi k_i^2\delta_{ij}.
\label{D}
\end{equation}
Near $[100]$ take $\mathbf k=k(1,\theta\cos\varphi,\theta\sin\varphi)$ to leading order. The transverse block is coupled to the L wave by $hk_xk_y$ and $hk_xk_z$. Eliminating that wave, whose separation is $(C_{11}-C_{44})k_x^2=(h+\xi)k_x^2$, subtracts $h^2k_ik_j/(h+\xi)$. Apart from a common term, the block has
\begin{align}
D_{yy}-D_{zz}&=\left[h+\xi-\frac{h^2}{h+\xi}\right](k_y^2-k_z^2)
=\xi A k^2\theta^2\cos2\varphi,\\
2D_{yz}&=2\left[h-\frac{h^2}{h+\xi}\right]k_yk_z
=\xi Bk^2\theta^2\sin2\varphi,
\end{align}
with $A=(2h+\xi)/(h+\xi)$ and $B=h/(h+\xi)$. The eigenvalues differ by $[(D_{yy}-D_{zz})^2+4D_{yz}^2]^{1/2}$. Dividing by $2\rho c_tk^2$, where $c_t=(C_{44}/\rho)^{1/2}$, gives the speed gap
\begin{equation}
\Delta c=\beta\theta^2,\quad
\beta=\frac{|\xi|R}{2\rho c_t},\quad
R^2=A^2\cos^22\varphi+B^2\sin^22\varphi .
\label{gap}
\end{equation}
Thus $m=2$. The relevant angle $(q/k)^{1/2}$ is much larger than $q/k$, so polarizations may be taken at $\mathbf k$ itself.

\subsection{Threefold axes}

Near $[111]$ write $\hat{\mathbf k}=(1,1,1)/\sqrt3+\theta\mathbf m$. Then $\hat k_i^2=\frac13+2\theta m_i/\sqrt3$ to first order. The $h$ term affects the transverse block only at order $\theta^2$. Choose transverse vectors $(1,-1,0)/\sqrt2$ and $(1,1,-2)/\sqrt6$, and let $\mathbf m$ have components $\cos\varphi,\sin\varphi$ along them. The linear part of the block of $D/k^2$ is
\begin{equation}
\frac{2\xi\theta}{\sqrt3}\,\frac1{\sqrt6}
\begin{pmatrix}\sin\varphi&\cos\varphi\\ \cos\varphi&-\sin\varphi\end{pmatrix}.
\end{equation}
Its eigenvalues differ by $(2\sqrt2/3)|\xi|\theta$ for every $\varphi$. Thus $m=1$, and these contacts give $\omega^3T^2$.

\section{The coefficient of the quadratic contact}

At $[100]$ let $W_{km}=S_{ijkxmx}e_i\hat q_j$, with $\mathbf e$ the L polarization. Then $\Phi=qk^2g$. For transverse polarizations $(\cos\chi,\sin\chi)$ and $(-\sin\chi,\cos\chi)$ in the $yz$ plane,
\begin{equation}
g=W_{yz}\cos2\chi+\tfrac12(W_{zz}-W_{yy})\sin2\chi .
\label{g}
\end{equation}
Diagonalizing the block above gives $\cos2\chi=A\cos2\varphi/R$ and $\sin2\chi=B\sin2\varphi/R$, up to a common sign that does not affect $g^2$. For $m=2$, \eqref{angle} equals $1/(2k\beta)$, independent of $X$. With $\omega_k\simeq\omega_{k'}\simeq c_tk$, one contact direction contributes
\begin{equation}
\frac{\pi\hbar}{4\rho^3}\frac1{8\pi^3}
\int dk\,k^2\,\frac{q^2k^4}{c_t^2k^2}
\left(-\frac{\partial n}{\partial\omega_k}\right)\frac1{2k}
\int_0^{2\pi}\!d\varphi\,\frac{g^2}{\beta}.
\end{equation}
Integration by parts gives
\begin{equation}
\int_0^\infty k^3\left(-\frac{\partial n}{\partial\omega_k}\right)dk
=\frac3{c_t}\int_0^\infty k^2n\,dk
=\frac{6\zeta(3)}{c_t}\left(\frac{k_BT}{\hbar c_t}\right)^3 .
\end{equation}
Collecting factors and summing over the six directions $\pm x,\pm y,\pm z$,
\begin{equation}
\frac1{\tau_L}=\frac{3\zeta(3)\hbar q^2}{32\pi^2\rho^3c_t^3}
\left(\frac{k_BT}{\hbar c_t}\right)^3
\sum_{\rm directions}\int_0^{2\pi}d\varphi\,\frac{g^2}{\beta}.
\label{final}
\end{equation}
With $q=\omega/c_L$ this is $a\omega^2T^3$.

Formula \eqref{final} grows as $1/|\xi|$ when the anisotropy vanishes, although an isotropic solid has no such process: there $c_T|\mathbf k+\mathbf q|-c_Tk\le c_Tq<c_Lq$. The resolution lies in \eqref{cond}, which must give $\theta\ll1$. This requires $k\gg qX/\beta$ for thermal $k$, and the corresponding frequency range shrinks to zero with $\xi$.

The coupling can also be small in special directions. For $\hat{\mathbf q}=[111]$, symmetry gives $W_{yy}=W_{zz}$, and \eqref{S} gives $W_{yz}=\frac23(C_{456}+C_{44})$. If this vanished, $a$ would grow quadratically with the angle from $[111]$. The angular average of $\tau$, cut off by the $\omega^3T^2$ term, would then acquire a factor $\ln(1/\omega)$, which is integrable at low frequency.

\section{Heat conduction by long waves}

The quantity $\kappa_L$ below is the heat carried by long L waves while all other modes are held in equilibrium. The collisions considered here conserve the total wave vector, so by themselves they would not make the total conductivity finite; umklapp or defect scattering must relax the thermal phonons. For $\hbar\omega\ll k_BT$ each mode has heat capacity $k_B$. Treat the L speed and rate as independent of direction. The density of modes is $\omega^2/(2\pi^2c_L^3)$, and $\kappa=\frac13\int(\text{heat capacity})\,c_L^2\tau$ becomes
\begin{equation}
\kappa_L=\frac{k_B}{6\pi^2c_L}\int_{\omega_{\min}}^{\omega_c}\omega^2\tau_L\,d\omega .
\label{kappa}
\end{equation}
The rate \eqref{pom} alone and the rate $a\omega^2T^3$ alone give, respectively,
\begin{equation}
\frac{k_B}{6\pi^2c_LPT}\left(\frac1{\omega_{\min}}-\frac1{\omega_c}\right),
\qquad
\frac{k_B(\omega_c-\omega_{\min})}{6\pi^2c_LaT^3}.
\label{two}
\end{equation}
The first diverges as $\omega_{\min}\to0$; the second does not. A rate $\omega^s$ gives convergence for $s<3$, so linear contacts alone would leave a logarithm. Further positive terms in the rate only lower $\kappa_L$.

Long transverse waves cause no divergence either. As $\hat{\mathbf k}$ turns from $\hat{\mathbf q}$ to $-\hat{\mathbf q}$, $\mathbf v_L(\mathbf k)\cdot\hat{\mathbf q}$ runs from $c_L(\hat{\mathbf q})$ to $-c_L(\hat{\mathbf q})$ and passes $c_T(\hat{\mathbf q})$. Thermal L phonons on that curve of directions absorb the transverse phonon. The angular delta function gives $1/q$, the remaining factors give $q^2T^4$, and the rate is proportional to $\omega T^4$.

\section{Silicon at 20 K}

Take a model crystal whose constants are chosen close to those of silicon; they are inputs, not measured data: $\rho=2330$ kg/m$^3$; $C_{11},C_{12},C_{44}=166,64,80$ GPa; $C_{111},C_{112},C_{123}=-800,-450,-70$ GPa; and $C_{144},C_{166},C_{456}=15,-310,-65$ GPa. Then $h=144$ GPa, $\xi=-58$ GPa, $A=2.67$, $B=1.67$ and $c_t=5860$ m/s. Along $\hat{\mathbf q}=[124]$, a direction of no special symmetry, $c_L=9027$ m/s and \eqref{final} gives $a=3.84\times10^{-25}$ s/K$^3$. At 100 GHz,
\begin{equation}
a\omega^2T^3=3.84\times10^{-25}\,(6.283\times10^{11})^2\,(20)^3
\simeq1.21\times10^3\ \mathrm{s^{-1}}.
\end{equation}

The absorption rate \eqref{rate} was also summed without the contact expansion. For each direction of $\mathbf k$, on a grid refined around all fourfold and threefold axes, the energy condition was solved for $k$ by a bracketed secant method. Between $x=\hbar\omega/k_BT=10^{-4}$ and $2\times10^{-4}$, slow-to-fast transitions with $\mathbf k$ nearest a fourfold axis follow the frequency power 2.001, and those nearest a threefold axis 3.000. The process $T+L\to L$ follows 4.000.

The ratio of the full absorption rate to $a\omega^2T^3$ is 1.007, 1.070, 1.70 and 7.5 at $x=10^{-4},10^{-3},10^{-2}$ and $10^{-1}$. The excess is close to $70x$ over the first three values, which is the form of an $\omega^3T^2$ term; about $60x$ of it comes from the threefold axes and about $10x$ from the first correction at the fourfold axes. Along $[124]$ the quadratic law therefore dominates only for $x$ below about $1/70$, or 6 GHz at 20 K, where $k_BT/h=417$ GHz. At 100 GHz, $x=0.24$ and the full absorption rate is $1.54\times10^4$ s$^{-1}$, of which $T+L\to L$ supplies 194 s$^{-1}$.

Using the $[124]$ rates for all directions, numerical integration of \eqref{kappa}, with the full mode heat capacity, up to 100 GHz gives:
\begin{center}
\begin{tabular}{ccc}
lower limit & all absorption & $T+L\to L$ only\\
(GHz) & (W/(m\,K)) & (W/(m\,K))\\
10 & 649 & $2.86\times10^5$\\
1 & 910 & $3.13\times10^6$\\
0.1 & 953 & $3.16\times10^7$
\end{tabular}
\end{center}
The middle column and the full rate at 100 GHz depend on the angular grid at the level of 0.5\%: a finer grid gives 653, 914 and 958 W/(m\,K) and $1.53\times10^4$ s$^{-1}$. The last column omits decay of the L phonon, so its size is indicative; decay has the same power law and would not stop the growth. With all absorption the integral settles. The range below 0.1 GHz adds about 5 W/(m\,K) by \eqref{two}. The absolute values are rough, because the rate depends strongly on direction: for the rate $a\omega^2T^3$ alone, averaging over directions raises $\kappa_L$ below 100 GHz from $5.3\times10^3$ to $9.5\times10^3$ W/(m\,K).

The quadratic contact matters for convergence even where it is not the largest term. With $1/\tau_L=a\omega^2T^3(1+bx)$ and $b=70$, \eqref{kappa} gives
\begin{equation}
\kappa_L=\kappa_2\,\frac{\ln(1+bx_c)}{bx_c},\qquad
\kappa_2=\frac{k_B\omega_c}{6\pi^2c_LaT^3}.
\end{equation}
Here $\kappa_2=5.28\times10^3$ W/(m\,K) and $bx_c=16.8$, so $\kappa_L\simeq905$ W/(m\,K), within about 6\% of the numerical integral. The logarithm left by the linear contacts is cut off by the quadratic ones.

The rate $a\omega^2T^3$ at 100 GHz is $3.9\times10^3$ s$^{-1}$ along $[100]$ but only 88 s$^{-1}$ along $[111]$. In the latter case $W_{yz}=\frac23(-65+80)=10$ GPa is a small difference of large numbers, so that rate is very sensitive to the rough value of $C_{456}$.

A real crystal has surfaces. For a size of 5 mm the boundary rate $c_L/(5\ \mathrm{mm})=1.8\times10^6$ s$^{-1}$ is over 100 times the full absorption rate at 100 GHz. With this constant rate alone, \eqref{kappa} gives $k_B\omega_c^3\tau/(18\pi^2c_L)\simeq1.2$ W/(m\,K) instead of about 960. The calculated $\kappa_L$ is thus the contribution of long L waves in an unbounded crystal whose other modes are in equilibrium, and is not a prediction for a laboratory sample. Isotope scattering, estimated from a mass variance of $2\times10^{-4}$ and the elastic density of modes, adds about 240 s$^{-1}$ at 100 GHz. This direct scattering of the long wave varies as $\omega^4$ and cannot remove the divergence; isotope scattering of the thermal phonons acts differently, as described below.

Two further approximations remain; the first is mild here, the second is not. In a sine model of the dispersion, with the lattice constant set to 0.543 nm, a transverse phonon with $\hbar\omega=3k_BT$ lies 0.6\% below its elastic frequency. The transverse branches of silicon flatten more than in this model, so the actual shift is larger. The golden rule also neglects the collision width $\Gamma$ of the thermal phonons. For a fast transverse phonon of this frequency along $[124]$, absorption by $T+L\to L$ gives $9\times10^4$ s$^{-1}$, or about 14 kHz. This is a minor channel: $T+T\to L$ and slow-to-fast absorption raise the three-phonon width to the order of $10^6$ s$^{-1}$, and the isotope estimate above, scaled as $\omega^4$ to this frequency, gives about $6\times10^6$ s$^{-1}$, or 1 MHz. These widths are far below 0.1 GHz, but $\Gamma\ll\omega$ is not sufficient. If the delta function in \eqref{rate} is replaced by $\pi^{-1}\Gamma/(\Delta^2+\Gamma^2)$, absorption within one branch, with mismatch $|\Delta|=qX$, acquires the weight $\Gamma/(\pi q^2X^2)$. The remaining factors supply $q^2$, so this damping does not depend on $\omega$. Rough relaxation-time estimates with the constants above give a few tenths of s$^{-1}$ from transverse phonons with three-phonon widths, several s$^{-1}$ with isotope widths, and of order 10 s$^{-1}$ or more from nearly collinear $L+L\to L$, where $X$ is kept finite only by dispersion. Since $a\omega^2T^3$ is 0.12 s$^{-1}$ at 1 GHz and 4.4 s$^{-1}$ at 6 GHz, this higher-order damping can mask the quadratic law in silicon at 20 K and lowers $\kappa_L$ below the tabulated values. Equation \eqref{rate} thus fails well above the frequency set by the total width, so the limit $\omega_{\min}\to0$ in \eqref{two} describes the golden-rule rate, not the damping of a real crystal at such frequencies.
